\section*{Firsov Inversion of Classical Deflection Data into a Repulsive Potential}

Suppose that an implantation calculation follows an ion through a sequence of binary collisions, and that the repulsive potential between ion and target atom is to be taken from scattering data. Two choices must be made before any data are collected: the collision energy, and the largest impact parameter, or, where the deflection falls steadily with impact parameter, the smallest deflection, that has to be recorded. The energy decides how close to the nucleus the potential becomes known. The range of impact parameters limits the accuracy of the result, most strongly farther out. Both choices can be read from Firsov's inversion formula, which turns the deflection as a function of impact parameter, at one energy, into the potential.

Consider two atoms interacting through a central potential $V(r)$, and let the collision be elastic and classical. In the centre-of-mass frame it reduces to one particle of reduced mass $\mu$ with speed $v$ at infinity, energy $E=\mu v^2/2$ and impact parameter $b$. I assume that $V$ is continuously differentiable, that $V'(r)<0$, that $V\to0$ at infinity, and that $V$ reaches $E$ at a finite distance $r_{\min}$,
\begin{equation}
V(r_{\min})=E .
\end{equation}
This is the closest approach in a head-on collision. The angular momentum is $\mu vb=\mu r^2\dot\varphi$, so $\dot\varphi=vb/r^2$. The angular part of the kinetic energy is then $\mu r^2\dot\varphi^2/2=Eb^2/r^2$, and energy conservation gives
\begin{equation}
\dot r^2=v^2\left(1-\frac{V(r)}{E}-\frac{b^2}{r^2}\right).
\end{equation}
Dividing $\dot\varphi$ by $|\dot r|$ gives the angle swept per unit of radial distance. The incoming and outgoing halves of the orbit are mirror images, and an undeflected particle sweeps the angle $\pi$. With the deflection $\theta$ counted positive for repulsion,
\begin{equation}
\theta(b)=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-V/E-b^2/r^2}},
\label{orbit}
\end{equation}
where $r_0$ is the turning point, at which the square root vanishes.

The unknown $V$ sits inside the square root, so the relation looks nonlinear. A change of variable removes this difficulty. Define, for $r\ge r_{\min}$,
\begin{equation}
u(r)=r\sqrt{1-V(r)/E}.
\label{u}
\end{equation}
The radicand in \eqref{orbit} equals $(u^2-b^2)/r^2$, and the turning point is the place where $u=b$. The variable is useful if each $u$ belongs to one $r$. Differentiation gives
\begin{equation}
\frac{d(u^2)}{dr}=2r\left(1-\frac VE\right)-\frac{r^2V'}{E}>0
\qquad (r\ge r_{\min}),
\label{mono}
\end{equation}
because the first term is non-negative and the second is positive for a decreasing potential. Hence $u$ rises from $0$ at $r_{\min}$ to infinity, and it can be inverted to $r(u)$. This is where monotonicity enters. It is sufficient rather than necessary, since the change of variable needs only an increasing $u$. By \eqref{mono}, $u$ decreases wherever $V+rV'/2>E$. For an attractive well this is a condition on the steepness of its outer wall rather than on its depth. Where it is met, several distances belong to one $u$, and the argument fails.

In the new variable,
\begin{equation}
\theta(b)=\pi-2b\int_b^\infty \frac{d\ln r}{du}\,
\frac{du}{\sqrt{u^2-b^2}} .
\end{equation}
The constant $\pi$ can be written as an integral of the same type. With $u=b/\cos\chi$ one has $du=b\sin\chi\,d\chi/\cos^2\chi$ and $u\sqrt{u^2-b^2}=b^2\sin\chi/\cos^2\chi$, so
\begin{equation}
2b\int_b^\infty\frac{du}{u\sqrt{u^2-b^2}}
=2\int_0^{\pi/2}d\chi=\pi .
\end{equation}
Now let
\begin{equation}
g(u)=\ln\frac{r(u)}{u}=-\frac12\ln\left(1-\frac VE\right),
\qquad g'(u)=\frac{d\ln r}{du}-\frac1u .
\end{equation}
Subtracting the two integrals leaves
\begin{equation}
\theta(b)=-2b\int_b^\infty\frac{g'(u)\,du}{\sqrt{u^2-b^2}} .
\label{abel}
\end{equation}
This is a linear integral equation of Abel type for $g$. Since $dg/dr=V'/[2(E-V)]$, it can also be written as
\begin{equation}
\theta(b)=-b\int_{r_0}^{\infty}
\frac{V'(r)\,dr}{(E-V)\sqrt{u^2-b^2}} ,
\label{positive}
\end{equation}
which is positive because $V'<0$ and $E>V$ along the orbit.

To solve \eqref{abel}, choose a length $w>0$, divide by $\sqrt{b^2-w^2}$ and integrate over all $b>w$. The double integral covers the region $w<b<u$. Its integrand has one sign, since $-g'>0$, so the order of integration may be exchanged:
\begin{equation}
\int_w^\infty\frac{\theta(b)\,db}{\sqrt{b^2-w^2}}
=-2\int_w^\infty du\,g'(u)
\int_w^u\frac{b\,db}{\sqrt{(b^2-w^2)(u^2-b^2)}} .
\end{equation}
For the inner integral put $b^2=w^2\cos^2\phi+u^2\sin^2\phi$. Then
\begin{align}
b\,db&=(u^2-w^2)\sin\phi\cos\phi\,d\phi,\\
b^2-w^2&=(u^2-w^2)\sin^2\phi,\\
u^2-b^2&=(u^2-w^2)\cos^2\phi .
\end{align}
Everything cancels except $d\phi$, which runs from $0$ to $\pi/2$. The inner integral is $\pi/2$, whatever $w$ and $u$ are. The outer integral is therefore $-\pi[g(\infty)-g(w)]$, and $g(\infty)=0$ because $V$ vanishes at infinity. Thus
\begin{equation}
g(w)=G(w)\equiv\frac1\pi\int_w^\infty
\frac{\theta(b)\,db}{\sqrt{b^2-w^2}} .
\label{G}
\end{equation}
Here $w$ is a value of $u$, so $g(w)=\ln[r(w)/w]$, and \eqref{u} solved for $V$ gives the potential:
\begin{equation}
r(w)=w\,e^{G(w)},\qquad
V(r(w))=E\left(1-\frac{w^2}{r(w)^2}\right)=E\left(1-e^{-2G(w)}\right).
\label{firsov}
\end{equation}
This is Firsov's formula. It is parametric: each $w$ yields one distance and the potential there. As $w$ runs from $0$ to infinity, $r$ runs from $r_{\min}$ to infinity. Two potentials of the assumed class with the same $\theta(b)$ at this energy share $r_{\min}$ and agree beyond it. Inside $r_{\min}$ the data say nothing, because no orbit enters that region.

The Coulomb potential $V=\alpha/r$ shows the formula at work. Let $a=\alpha/E$, which is its $r_{\min}$, and let $q=a/(2b)$. With $s=1/r$ and $y=bs+q$, the radicand in \eqref{orbit} is $1-as-b^2s^2=1+q^2-y^2$, so
\begin{equation}
\theta=\pi-2\int_q^{\sqrt{1+q^2}}\frac{dy}{\sqrt{1+q^2-y^2}}
=2\arcsin\frac{q}{\sqrt{1+q^2}}=2\arctan\frac{a}{2b}.
\end{equation}
In \eqref{G} set $b=w\cosh t$. Then $db=w\sinh t\,dt$ cancels the square root, and
\begin{equation}
G(w)=\frac1\pi\int_0^\infty\theta(w\cosh t)\,dt .
\label{cosh}
\end{equation}
With $p=a/(2w)$ the integrand is $2\arctan(p/\cosh t)$. Differentiating with respect to $p$ and using $s=\sinh t$,
\begin{equation}
\frac{dG}{dp}=\frac2\pi\int_0^\infty\frac{\cosh t\,dt}{\cosh^2t+p^2}
=\frac2\pi\int_0^\infty\frac{ds}{1+p^2+s^2}=\frac1{\sqrt{1+p^2}} .
\end{equation}
Since $G=0$ at $p=0$, $G=\operatorname{arsinh}p$ and $r=w(p+\sqrt{1+p^2})=a/2+\sqrt{w^2+a^2/4}$. Hence $w^2=(r-a/2)^2-a^2/4=r^2-ar$, and \eqref{firsov} returns $V=Ea/r=\alpha/r$.

When $V\ll E$ at the distances concerned, $G$ is small. To leading order $r\simeq w$ and
\begin{equation}
V(w)\simeq2E\,G(w)=\frac{2E}{\pi}\int_w^\infty
\frac{\theta(b)\,db}{\sqrt{b^2-w^2}} .
\label{weak}
\end{equation}
This weak-deflection form is linear in the data. The full formula differs from it in two ways: it limits $V$ to values below $E$, and it moves the point from $w$ outwards to $r$.

The opposite limit, $w\to0$, gives $r_{\min}$ directly from the deflections. Near $r_{\min}$, \eqref{mono} shows that $u^2$ grows linearly with $r-r_{\min}$, so $d\ln r/du$ is at most a constant times $u$. Since $\int_b^{u_1}u\,du/\sqrt{u^2-b^2}=\sqrt{u_1^2-b^2}$ stays finite as $b\to0$, $\pi-\theta$ is at most a constant times $b$. Choose any fixed $c>0$ and split the integral in \eqref{G} at $b=c$, writing $\theta=\pi-(\pi-\theta)$ in the inner part:
\begin{equation}
\pi G=\pi\operatorname{arcosh}\frac cw
-\int_w^c\frac{(\pi-\theta)\,db}{\sqrt{b^2-w^2}}
+\int_c^\infty\frac{\theta\,db}{\sqrt{b^2-w^2}} .
\end{equation}
As $w\to0$, $\operatorname{arcosh}(c/w)$ approaches $\ln(2c/w)$. In the other two terms the square root may be replaced by $b$. For the inner one, the bound on $\pi-\theta$ makes the error at most a constant times $\sqrt{c^2-w^2}-(c-w)+w$, which vanishes. Adding $\ln w$ to $G$ gives
\begin{equation}
\ln r_{\min}=\ln 2c+\frac1\pi\left[\int_c^\infty\frac{\theta\,db}{b}
-\int_0^c\frac{(\pi-\theta)\,db}{b}\right].
\label{rmin}
\end{equation}

For a numerical case take two selenium atoms, $Z=34$, with the Ziegler--Biersack--Littmark universal potential as the known answer. In Hartree atomic units,
\begin{equation}
V(r)=\frac{Z^2}{r}\sum_{i=1}^4c_i\,e^{-d_ir/a_s},\qquad
a_s=\frac{0.8854}{2Z^{0.23}}=0.1967\ \text{bohr},
\end{equation}
with $c_i=0.18175$, $0.50986$, $0.28022$, $0.02817$ and $d_i=3.1998$, $0.94229$, $0.4029$, $0.20162$. The centre-of-mass energy is $E=1000$ hartree (27.2 keV). For equal masses and a target at rest, the laboratory energy is twice this, 54.4 keV. The deflections come from \eqref{orbit}. Direct integration of Newton's equations gives the same angles to seven decimals at $b=0.1$, $0.5$ and $2$ bohr.

One point of the potential can be worked by hand. Take $w=0.2$ bohr and evaluate \eqref{cosh} by the trapezoidal rule with step $0.5$ in $t$:
\begin{center}
\begin{tabular}{ccc}
$t$ & $b$ (bohr) & $\theta$ (rad)\\
0.0 & 0.2000 & 1.508654\\
0.5 & 0.2255 & 1.366084\\
1.0 & 0.3086 & 0.994281\\
1.5 & 0.4705 & 0.554536\\
2.0 & 0.7524 & 0.224050\\
2.5 & 1.2265 & 0.062877\\
3.0 & 2.0135 & 0.011443\\
3.5 & 3.3146 & 0.001215\\
4.0 & 5.4616 & 0.000073
\end{tabular}
\end{center}
With the first entry halved the sum is $3.96888$ rad, so
\begin{align}
G&=0.5\times3.96888/\pi=0.63167,\\
r&=0.2\,e^{0.63167}=0.37615\ \text{bohr},\\
V&=1000\left[1-(0.2/0.37615)^2\right]=717.3\ \text{hartree}.
\end{align}
The input potential at this distance is also 717.3 hartree (19.5 keV). The coarse step suffices because the integrand is a smooth even function of $t$: its odd derivatives vanish at $t=0$ and, as it decays, at infinity, so the end corrections to the trapezoidal rule vanish at each order. A fine quadrature gives the same $G$ to six decimals.

At this point the weak-deflection form \eqref{weak} would give $2EG=1263$ hartree, more than the collision energy, at a distance inside $r_{\min}$. At $w=2$ bohr, where $G=0.002388$, it gives 4.78 hartree at $r=2$ bohr, while the full formula gives 4.76 hartree at $r=2.005$ bohr.

The choice of energy is governed by $r_{\min}$. At 1000 hartree, solving $V=E$ gives 0.3200 bohr, and \eqref{rmin} gives the same value from the deflections. At 100 hartree both routes give 0.8340 bohr. The lower energy still recovers the input where it can reach it, for instance 71.4 hartree at 0.936 bohr, but it leaves the interval from 0.320 to 0.834 bohr unknown. With real data, the overlap of two energies is a consistency check: if one energy-independent potential governs both collisions, the two reconstructions must coincide there.

The choice of the largest impact parameter is governed by the tail of \eqref{G}. Suppose the data stop at $b=B$ and the rest is set to zero. For $w<B$ the exponent is too small, so the apparent distance $r_B$ is less than the true $r(w)$, and the apparent potential is $V_B=E(1-w^2/r_B^2)$. If $r_B>r_{\min}$, then $u(r_B)<u(r(w))=w$ because $u$ increases, and
\begin{equation}
V(r_B)=E\left(1-\frac{u(r_B)^2}{r_B^2}\right)>V_B .
\end{equation}
If $r_B\le r_{\min}$, then $V(r_B)\ge E>V_B$. The cut therefore lowers the potential in either case. For $B=1$ bohr and $E=1000$ hartree, the deficit relative to the input at the same distance is 2.5\% at 0.331 bohr, 3.3\% at 0.372 bohr, 9.9\% at 0.575 bohr and 31\% at 0.829 bohr. Small deflections thus matter even for the repulsive core, and they dominate near the cut.

For a small error $\delta G$ of any origin the effect can be written down. At fixed $w$, \eqref{firsov} gives $\delta r=r\,\delta G$ and $\delta V=2(E-V)\,\delta G$. The error at fixed distance follows by subtracting $V'\delta r$:
\begin{equation}
\delta V\big|_r=\left[2(E-V)-rV'\right]\delta G .
\label{error}
\end{equation}
Both terms in the bracket are positive, so they add. At $w=0.2$ bohr the cut moves the point from 0.3761 to 0.3719 bohr, where the input is 734.9 instead of 717.3 hartree, and it lowers the computed value from 717.3 to 710.7 hartree. The deficit of 24.2 hartree is thus 17.6 from the displaced distance and 6.6 from the lowered value.

A scattering experiment records intensities rather than impact parameters. If $\theta(b)$ decreases monotonically from $\pi$, particle conservation, $b\,db=-\sigma(\theta)\sin\theta\,d\theta$ with $\sigma$ the differential cross-section, integrates to
\begin{equation}
b(\theta)^2=2\int_\theta^\pi\sigma(\vartheta)\sin\vartheta\,d\vartheta .
\end{equation}
A smallest resolved angle then acts as a cut in $b$. The absolute scale of $\sigma$ matters too: multiplying it by a factor $k$ multiplies all inferred $b$, and by \eqref{G} and \eqref{firsov} all distances, by $\sqrt k$. For two atoms of the same element the recoils must also be separated from the scattered projectiles. At equal masses neither angle nor energy can do this, because at a given laboratory angle both leave an elastic collision with the same energy; two different isotopes can be told apart by their mass.

Selenium serves as a donor in gallium arsenide, and 54 keV lies in the ordinary range of implantation energies. There the ion meets gallium and arsenic, whose atomic numbers are close to 34, so the distances found here indicate the scale. The universal potential is an average fit over many atom pairs; the example tests the inversion, not that fit. Real collisions also excite electrons. As an estimate, let a small fraction $\eta$ of $E$ be lost at the turning point $r_0$ by a drag opposite to the velocity. The motion there is purely tangential, so the speed and the angular momentum of the relative motion fall by the same factor, and $r_0$ is also the turning point of the outgoing half. That half has energy $E(1-\eta)$ and an effective impact parameter $r_0\sqrt{1-V(r_0)/[E(1-\eta)]}$, which for $V\ll E$ is still $b$ to leading order. For weak deflection $\theta\propto1/E$ at fixed $b$, and half the deflection comes from each half-orbit, so
\begin{equation}
\frac{\delta\theta}{\theta}\simeq\frac12\left(\frac1{1-\eta}-1\right)\simeq\frac\eta2 .
\end{equation}
An assumed loss of 5\%, the same at all impact parameters concerned, would then raise the weak centre-of-mass deflections by about 2.5\%, and by \eqref{weak} the potential inferred from them by the same fraction. Angles measured in the laboratory show less of this. For equal masses and a target at rest, the centre of mass moves at $v/2$ and the projectile leaves it at the relative speed $v\sqrt{1-\eta}/2$, so a small laboratory angle is $\theta\sqrt{1-\eta}/(1+\sqrt{1-\eta})\simeq(\theta/2)(1-\eta/4)$. The elastic conversion doubles this angle, and the inferred deflection is then too large by only about $\eta/4$, here 1.3\%. The value 5\% is only illustrative. Firsov's estimate of the electronic loss, $0.35\,(Z_1+Z_2)^{5/3}v/[1+0.16\,(Z_1+Z_2)^{1/3}r_0]^5$ in atomic units, gives with $v=0.167$ about 0.5\% of $E$ at $r_0=1$ bohr and 0.1\% at 2 bohr, so in the weak-deflection range the loss is smaller and depends strongly on $b$. Finally, the classical picture requires $\mu vb\,\theta\gg\hbar$, which fails at sufficiently large $b$ for an exponentially screened potential. For selenium at 1000 hartree, $\mu vb\,\theta/\hbar$ is about 8 at $b=5$ bohr and below 2 at 6.5 bohr. The range $b>5$ bohr supplies about $10^{-5}$ of $G$ at $w=0.2$ bohr and 0.3\% at $w=2$ bohr. Only where this tail of \eqref{G} matters must it come from a quantum treatment or from a model of the outer potential. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Atomic number of both Se atoms: 34
ZBL screening length: 0.19673 bohr
ZBL coefficients (no unit): 0.18175 0.50986 0.28022 0.02817
ZBL decay constants (no unit): 3.1998 0.94229 0.4029 0.20162
Centre-of-mass energy E: 1000 hartree = 27.211 keV
Laboratory energy, equal masses: 2000 hartree = 54.423 keV
Deflection: b (bohr), orbit integral (rad), Newton trajectory (rad)
  0.1  2.2203263  2.2203263
  0.5  0.5011409  0.5011409
  2.0  0.0117510  0.0117510
E = 1000 hartree: r_min from V = E: 0.320048 bohr, from theta(b): 0.320048 bohr
  w (bohr), G (no unit), r (bohr), V recovered, V input (hartree)
  0.02  2.774690  0.320673  996.11013  996.11013
  0.10  1.209588  0.335210  911.00508  911.00508
  0.20  0.631668  0.376149  717.29056  717.29056
  0.50  0.151982  0.582070  262.11315  262.11315
  1.00  0.027549  1.027932  53.60764  53.60764
  2.00  0.002388  2.004781  4.76374  4.76374
E = 100 hartree: r_min from V = E: 0.834037 bohr, from theta(b): 0.834037 bohr
  w (bohr), G (no unit), r (bohr), V recovered, V input (hartree)
  0.02  3.730746  0.834204  99.94252  99.94252
  0.10  2.126108  0.838218  98.57673  98.57673
  0.20  1.447739  0.850697  94.47274  94.47274
  0.50  0.626547  0.935569  71.43801  71.43801
  1.00  0.190755  1.210163  31.71709  31.71709
  2.00  0.022371  2.045247  4.37562  4.37562
Trapezoidal sum at w = 0.2 bohr, step 0.5 in t: t, b (bohr), theta (rad)
  0.0  0.20000  1.508654
  0.5  0.22553  1.366084
  1.0  0.30862  0.994281
  1.5  0.47048  0.554536
  2.0  0.75244  0.224050
  2.5  1.22646  0.062877
  3.0  2.01353  0.011443
  3.5  3.31456  0.001215
  4.0  5.46165  0.000073
Sum with first term halved: 3.968884 rad
G by hand sum: 0.631668, by fine quadrature: 0.631668
Hand sum gives r = 0.37615 bohr, V = 717.290 hartree = 19.5185 keV
Input potential at that r: 717.291 hartree
Data cut at b = 1.0 bohr: w, r apparent (bohr), V apparent, V input (hartree)
  0.1  0.33142  908.960  932.222  deficit 2.50 %
  0.2  0.37186  710.730  734.906  deficit 3.29 %
  0.5  0.57492  243.640  270.330  deficit 9.87 %
  0.8  0.82944  69.738  101.592  deficit 31.35 %
\end{verbatim}
